# Square-Root Temperature Law for the kT Layer at a Parabolic Barrier: a program that tests the result

```python
"""
Result under test: if potential energy falls from a barrier top as K*s**2/2,
with K independent of temperature T, the distance l over which it falls by kT
is l = sqrt(2*kT/K), proportional to sqrt(T). A constant force F instead gives
l = kT/F, proportional to T.
Symbols: s distance from the top (nm), K downward curvature (meV/nm^2),
lam electrostatic decay length (nm), depth = energy below the long-channel
level (meV), W Boltzmann-weighted width (nm), omega = sqrt(K/m).
Also tested: corrections for a finite channel, and the size of tunnelling,
curvature drift and mobile charge in a silicon-like example.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq

kB = const.k / const.e * 1e3                       # meV/K
hbar2_over_me = const.hbar**2 / const.m_e / const.e * 1e21  # meV nm^2
K = 4.0
lam = 5.0
source_depth, drain_depth = 350.0, 950.0
temps = (200.0, 300.0, 400.0)
mass_t, mass_l = 0.19, 0.916
doping_cm3 = 1e20
eps_r = 11.7
affinity_rate = 0.10                               # meV/K, assumed


def layer_from_force(force, T, upper=200.0):
    """Distance at which the integrated force equals kT."""
    return brentq(lambda s: quad(force, 0, s)[0] - kB * T, 1e-9, upper,
                  xtol=1e-12, rtol=1e-13)


def log_slope(force, T):
    step = 1e-3
    hi = layer_from_force(force, T * np.exp(step))
    lo = layer_from_force(force, T * np.exp(-step))
    return np.log(hi / lo) / (2 * step)


# Parabola and constant force: length and temperature exponent
parabola_force = lambda s: K * s
layer = {T: np.sqrt(2 * kB * T / K) for T in temps}
matched_force = kB * 300 / layer[300.0]
constant_force = lambda s: matched_force
for T in temps:
    assert abs(layer_from_force(parabola_force, T) / layer[T] - 1) < 1e-9
    assert abs(log_slope(parabola_force, T) - 0.5) < 1e-6
    assert abs(log_slope(constant_force, T) - 1.0) < 1e-6

# General exponent and leading cubic correction
g = 0.02                                           # meV/nm^3
cubic_force = lambda s: K * s + 3 * g * s**2
cosh_force = lambda s: K * lam * np.sinh(s / lam)
for force in (cubic_force, cosh_force):
    end = layer_from_force(force, 300.0, 40.0)
    predicted = kB * 300 / (end * force(end))
    # upper bracket of 40 nm keeps the hyperbolic force moderate
    dt = 1e-3
    hi = layer_from_force(force, 300 * np.exp(dt), 40.0)
    lo = layer_from_force(force, 300 * np.exp(-dt), 40.0)
    assert abs(np.log(hi / lo) / (2 * dt) - predicted) < 1e-6
cold = np.sqrt(2 * kB * 30 / K)
cold_shift = layer_from_force(cubic_force, 30.0) / cold - 1
assert abs(cold_shift + g * cold / K) < 2e-4       # next order is about 8e-5


# Finite channel solved as a boundary-value problem
def solve_channel(A, D, length, T, n=6000):
    x = np.linspace(0, length, n + 1)
    h = x[1]
    band = np.ones((3, n - 1))
    band[1] = -(2 + (h / lam)**2)
    rhs = np.zeros(n - 1)
    rhs[0], rhs[-1] = -A, -D
    depth = np.r_[A, solve_banded((1, 1), band, rhs), D]
    curve = CubicSpline(x, depth)
    top = brentq(lambda y: float(curve(y, 1)), 0, length)
    low = float(curve(top))
    drop = lambda y: float(curve(y)) - low - kB * T
    right = brentq(drop, top, length) - top
    left = top - brentq(drop, 0, top)
    return top, low, float(curve(top, 2)), right, left


length = lam * (np.arccosh(source_depth / (K * lam**2))
                + np.arccosh(drain_depth / (K * lam**2)))
channel = {T: solve_channel(source_depth, drain_depth, length, T)
           for T in temps}
for T in temps:
    top, low, curvature, right, left = channel[T]
    ratio = kB * T / (K * lam**2)
    assert abs(curvature / K - 1) < 1e-4
    assert abs(right / (lam * np.arccosh(1 + ratio)) - 1) < 1e-4
    assert abs(left / right - 1) < 1e-4
    assert abs(right / layer[T] - (1 - ratio / 12)) < 0.03 * ratio**2 + 1e-4


# Weighted width from the steady drift-diffusion equation
def diffusive_width(force, T, far, n=8000):
    h = far / n
    drift = np.array([force((i + 0.5) * h) for i in range(n)]) / (kB * T)
    plus, minus = 1 / h + drift / 2, 1 / h - drift / 2
    band = np.zeros((3, n - 1))
    band[0, 1:] = -minus[1:-1]
    band[1] = plus[1:] + minus[:-1]
    band[2, :-1] = -plus[1:-1]
    rhs = np.zeros(n - 1)
    rhs[0] = plus[0]
    density = solve_banded((1, 1), band, rhs)
    return 1 / (plus[0] - minus[0] * density[0])


width = {}
for T in temps:
    width[T] = diffusive_width(parabola_force, T, 5 * layer[T])
    assert abs(width[T] / (np.sqrt(np.pi) / 2 * layer[T]) - 1) < 1e-4
    flat = kB * T / matched_force
    assert abs(diffusive_width(constant_force, T, 30 * flat) / flat - 1) < 1e-4


# Fermi level of the doped source
def fermi_half(eta):
    f = lambda t: 2 * t**2 / (1 + np.exp(t**2 - eta))
    return 2 / np.sqrt(np.pi) * quad(f, 0, np.sqrt(max(eta, 0) + 45))[0]


assert abs(fermi_half(2.5)
           + float(mp.re(mp.polylog(1.5, -mp.exp(2.5))))) < 1e-6
dos_mass = 6**(2 / 3) * (mass_l * mass_t**2)**(1 / 3) * const.m_e


def band_density(T):                              # cm^-3
    return 2e-6 * (dos_mass * const.k * T
                   / (2 * np.pi * const.hbar**2))**1.5


fermi = {T: kB * T * brentq(
    lambda e: fermi_half(e) - doping_cm3 / band_density(T), -5, 30)
    for T in temps}


# Curvature drift at fixed channel length
def drifting_channel(T, rate):
    shift = fermi[T] - fermi[300.0] - rate * (T - 300)
    A, D = source_depth + shift, drain_depth + shift
    result = solve_channel(A, D, length, T)
    c, s = np.cosh(length / lam), np.sinh(length / lam)
    formula = np.sqrt(2 * A * D * c - A**2 - D**2) / (s * lam**2)
    assert abs(result[2] / formula - 1) < 1e-4
    return result, A


drift = {T: drifting_channel(T, 0.0) for T in temps}
drift_more = {T: drifting_channel(T, affinity_rate) for T in temps}
assert drift[400.0][0][2] < drift[200.0][0][2]
assert drift_more[400.0][0][2] < drift[400.0][0][2]
span = lambda hi, lo: np.log(hi / lo) / np.log(2)
exp_parabola = span(layer_from_force(parabola_force, 400.0),
                    layer_from_force(parabola_force, 200.0))
exp_shape = span(channel[400.0][3], channel[200.0][3])
exp_drift = span(drift[400.0][0][3], drift[200.0][0][3])
exp_more = span(drift_more[400.0][0][3], drift_more[200.0][0][3])
assert exp_shape < 0.5 and exp_drift > exp_shape and exp_more > exp_drift


# Transmission of the inverted parabola from the Schroedinger equation
def transmission(energy, edge=15.0):
    p = np.sqrt(2 * energy + edge**2)
    slope = edge / p                               # dp/dy at +edge
    psi = 1 / np.sqrt(p) + 0j
    start = [psi, (1j * p - slope / (2 * p)) * psi]
    rhs = lambda y, v: [v[1], -(2 * energy + y * y) * v[0]]
    sol = solve_ivp(rhs, (edge, -edge), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    incoming = np.sqrt(p) / 2 * (
        psi + (dpsi - slope / (2 * p) * psi) / (1j * p))
    return 1 / abs(incoming)**2


for energy in (-0.3, 0.0, 0.2):
    assert abs(transmission(energy)
               - 1 / (1 + np.exp(-2 * np.pi * energy))) < 1e-3

quantum = {m: np.sqrt(hbar2_over_me * K / m) for m in (mass_t, mass_l)}
tunnel = {}
for m in quantum:
    for T in temps:
        a = quantum[m] / (kB * T)
        f = lambda e: a * np.exp(-a * e) / (1 + np.exp(-2 * np.pi * e))
        value = quad(f, -40, 0, limit=300)[0] + quad(f, 0, 80, limit=300)[0]
        assert abs(value / ((a / 2) / np.sin(a / 2)) - 1) < 1e-6
        tunnel[m, T] = value
quantum_length = np.sqrt(hbar2_over_me / mass_t / quantum[mass_t])
assert abs((layer[300.0] / quantum_length)**2
           - 2 * kB * 300 / quantum[mass_t]) < 1e-9

print(f"Curvature K = {K:.2f} meV/nm^2; decay length = {lam:.2f} nm")
print(f"Source, drain depths = {source_depth:.0f}, {drain_depth:.0f} meV")
print(f"Channel length = {length:.2f} nm")
print(f"Barrier top from source = {channel[300.0][0]:.2f} nm")
print(f"Barrier height above source band edge = "
      f"{source_depth - channel[300.0][1]:.1f} meV")
for T in temps:
    print(f"T = {T:.0f} K: kT = {kB*T:.3f} meV")
    print(f"  parabolic layer = {layer[T]:.3f} nm")
    print(f"  constant-force layer = {kB*T/matched_force:.3f} nm")
    print(f"  finite-channel layer, fixed K = {channel[T][3]:.3f} nm")
    print(f"  weighted width W, parabola = {width[T]:.3f} nm")
    print(f"  source Fermi level above band edge = {fermi[T]:.1f} meV")
    print(f"  K with Fermi drift = {drift[T][0][2]:.3f} meV/nm^2")
    print(f"  tunnelling current factor, light/heavy mass = "
          f"{tunnel[mass_t, T]:.3f} / {tunnel[mass_l, T]:.3f}")
    gap = drift[T][1] - drift[T][0][1] - fermi[T]
    occupation = 1 / (1 + np.exp(gap / (kB * T)))
    mobile = band_density(T) * np.exp(-gap / (kB * T)) * 1e6
    charge = const.e * mobile / (eps_r * const.epsilon_0) * 1e-15
    print(f"  barrier-top occupation = {occupation:.2e}")
    print(f"  mobile-charge Poisson term = {charge:.2e} meV/nm^2")
print(f"Mean force in 300 K layer = {matched_force:.3f} meV/nm"
      f" = {matched_force*0.01:.4f} MV/cm (as field)")
print(f"End force in 300 K layer = {K*layer[300.0]:.3f} meV/nm")
print(f"Exponent 200-400 K, parabola = {exp_parabola:.4f}")
print(f"Exponent 200-400 K, finite channel = {exp_shape:.4f}")
print(f"Exponent 200-400 K, with Fermi drift = {exp_drift:.4f}")
print(f"Assumed affinity shift = {affinity_rate:.2f} meV/K")
print(f"Exponent 200-400 K, both drifts = {exp_more:.4f}")
print(f"Masses, light/heavy = {mass_t:.3f} / {mass_l:.3f} electron masses")
print(f"Source doping = {doping_cm3:.1e} cm^-3; permittivity = {eps_r:.1f}")
print(f"hbar*omega, light/heavy = {quantum[mass_t]:.2f} / "
      f"{quantum[mass_l]:.2f} meV")
print(f"Quantum length, light mass = {quantum_length:.3f} nm")
print(f"Temperature where light-mass factor diverges = "
      f"{quantum[mass_t]/(2*np.pi*kB):.1f} K")
print("verified")
```

It prints:

```
Curvature K = 4.00 meV/nm^2; decay length = 5.00 nm
Source, drain depths = 350, 950 meV
Channel length = 24.33 nm
Barrier top from source = 9.62 nm
Barrier height above source band edge = 250.0 meV
T = 200 K: kT = 17.235 meV
  parabolic layer = 2.936 nm
  constant-force layer = 2.397 nm
  finite-channel layer, fixed K = 2.895 nm
  weighted width W, parabola = 2.602 nm
  source Fermi level above band edge = 70.5 meV
  K with Fermi drift = 4.041 meV/nm^2
  tunnelling current factor, light/heavy mass = 1.266 / 1.048
  barrier-top occupation = 2.36e-05
  mobile-charge Poisson term = 5.43e-04 meV/nm^2
T = 300 K: kT = 25.852 meV
  parabolic layer = 3.595 nm
  constant-force layer = 3.595 nm
  finite-channel layer, fixed K = 3.522 nm
  weighted width W, parabola = 3.186 nm
  source Fermi level above band edge = 65.3 meV
  K with Fermi drift = 4.000 meV/nm^2
  tunnelling current factor, light/heavy mass = 1.107 / 1.021
  barrier-top occupation = 7.90e-04
  mobile-charge Poisson term = 3.35e-02 meV/nm^2
T = 400 K: kT = 34.469 meV
  parabolic layer = 4.151 nm
  constant-force layer = 4.794 nm
  finite-channel layer, fixed K = 4.041 nm
  weighted width W, parabola = 3.679 nm
  source Fermi level above band edge = 57.8 meV
  K with Fermi drift = 3.940 meV/nm^2
  tunnelling current factor, light/heavy mass = 1.059 / 1.012
  barrier-top occupation = 4.49e-03
  mobile-charge Poisson term = 2.94e-01 meV/nm^2
Mean force in 300 K layer = 7.191 meV/nm = 0.0719 MV/cm (as field)
End force in 300 K layer = 14.381 meV/nm
Exponent 200-400 K, parabola = 0.5000
Exponent 200-400 K, finite channel = 0.4810
Exponent 200-400 K, with Fermi drift = 0.4984
Assumed affinity shift = 0.10 meV/K
Exponent 200-400 K, both drifts = 0.5258
Masses, light/heavy = 0.190 / 0.916 electron masses
Source doping = 1.0e+20 cm^-3; permittivity = 11.7
hbar*omega, light/heavy = 40.05 / 18.24 meV
Quantum length, light mass = 3.164 nm
Temperature where light-mass factor diverges = 74.0 K
verified
```
